# KKR-ASA structure constants and the canonical fcc d band, part 1

(Sections cited here and not found follow in the second part.)

## Setting and conventions

Units are Rydberg atomic units: the Schrödinger equation is $(-\nabla^2+V)\psi=E\psi$, with energies in Ry and lengths in bohr. Each site $\mathbf R$ carries a sphere of radius $w$ inside which $V$ is spherical. Outside the spheres the kinetic energy $E-V$ is set to zero, so the wave function obeys Laplace's equation there. For non-overlapping spheres this is exact at the one energy equal to a flat interstitial potential. The atomic-sphere approximation (ASA) uses it at all energies and takes $w$ to be the Wigner–Seitz radius, so that the spheres overlap slightly and have the volume of the cell.

The Legendre polynomials are defined by their generating function. With $c=\cos\theta$ and $r_<,r_>$ the smaller and larger of $r$ and $t>0$,
$$\frac{1}{|\mathbf r-t\hat{\mathbf z}|}=(r^2-2rtc+t^2)^{-1/2}=\sum_{n\ge0}\frac{r_<^{\,n}}{r_>^{\,n+1}}P_n(c).$$
For $m\ge0$, $P_l^m=\sin^m\theta\,d^mP_l/dc^m$, with no Condon–Shortley phase. The real orthonormal harmonics are $N_{l0}P_l$ and $\sqrt2N_{lm}P_l^m\cos m\varphi$, $\sqrt2N_{lm}P_l^m\sin m\varphi$, with
$$N_{lm}^2=\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}.$$
They are written $Y_L$ and are the same on every site. The labels $\sigma,\pi,\delta$ mean $m=0,1,2$. The irregular and regular solutions of Laplace's equation are
$$K_L(\mathbf r)=\Big(\frac rw\Big)^{-l-1}Y_L(\hat{\mathbf r}),\qquad J_L(\mathbf r)=\frac{1}{2(2l+1)}\Big(\frac rw\Big)^{l}Y_L(\hat{\mathbf r}),$$
with radial parts $K_l,J_l$. The function $K_L(\mathbf r-\mathbf R)$ is harmonic in the ball $|\mathbf r-\mathbf R'|<d=|\mathbf R-\mathbf R'|$, so it can be expanded there, and the canonical structure constants $S$ are defined by
$$K_L(\mathbf r-\mathbf R)=-\sum_{L'}J_{L'}(\mathbf r-\mathbf R')\,S_{\mathbf R'L',\mathbf RL},\qquad S_{\mathbf RL',\mathbf RL}=0 .$$
The elements for a bond along $z$ are Andersen's canonical two-centre integrals. The name refers to their form: they are dimensionless expansion coefficients fixed by geometry, and no Hamiltonian enters them. The numerical check tests the results and supplies the numbers.

## (a) The secular equation

Let $\phi_l(E,r)$ be the regular radial solution in a sphere and $D_l=w\phi_l'/\phi_l$ at $r=w$. Find $P_l$ such that $K_l-P_lJ_l$ joins $\phi_l$ smoothly, derive the condition on $E$ for a solution in the whole solid, and find in what sense $S$ describes hopping.

**Solution.** At $r=w$, $K_l=1$, $wK_l'=-(l+1)$, $J_l=1/[2(2l+1)]$ and $wJ_l'=lJ_l$. With $p=P_l/[2(2l+1)]$ the logarithmic derivative of $K_l-P_lJ_l$ is $[-(l+1)-pl]/(1-p)$. Setting it equal to $D_l$ gives $-(l+1)-pl=D_l-pD_l$, so $p(D_l-l)=D_l+l+1$ and
$$P_l(E)=2(2l+1)\frac{D_l+l+1}{D_l-l}.$$
Scale $\phi_l$ so that it equals $K_l-P_lJ_l$ at $w$ in value, and hence in slope. The orbital $\chi_{\mathbf RL}$, equal to $\phi_lY_L+P_lJ_L$ in its own sphere and to $K_L$ outside, is then continuous and differentiable. In the sphere at $\mathbf R'$ the foreign tails $K_L$ can all be expanded if $w<d$ for every neighbour. If the spheres do not overlap, the foreign orbitals are equal to these tails there. If they overlap, a foreign orbital is $\phi_lY_L+P_lJ_L$ instead of $K_L$ in the region shared by the two spheres, and the ASA neglects the difference. With the foreign orbitals replaced by their tails, the combination $\psi=\sum b_{\mathbf RL}\chi_{\mathbf RL}$ is
$$\psi=\sum_{L'}\Big\{\phi_{l'}Y_{L'}\,b_{\mathbf R'L'}+J_{L'}\Big[P_{l'}b_{\mathbf R'L'}-\sum_{\mathbf RL}S_{\mathbf R'L',\mathbf RL}\,b_{\mathbf RL}\Big]\Big\}.$$
The $\phi$ terms solve the Schrödinger equation in the sphere and the $J$ terms do not, so every bracket must vanish: $(P-S)b=0$, and $\det[P(E)-S]=0$. The potential enters only through the diagonal $P$, the structure only through $S$.

$P_l$ increases with energy between its poles. With $u=r\phi_l$, the radial equation $-u''+V_lu=Eu$ (where $V_l$ includes $l(l+1)/r^2$) and its energy derivative $-\dot u''+V_l\dot u=E\dot u+u$ combine to $(u\dot u'-\dot uu')'=-u^2$. Since $D_l=wu'/u-1$, this gives $\dot D_l=w(u\dot u'-\dot uu')/u^2=-w\int_0^wu^2dr/u(w)^2<0$. Also $dP_l/dD_l=-2(2l+1)^2/(D_l-l)^2<0$, so $\dot P_l>0$.

At the band centre $C_l$, defined by $D_l=-l-1$, $P_l$ vanishes, and to first order $P_l=(E-C_l)/\Delta_l$ with $\Delta_l=1/\dot P_l(C_l)>0$. Putting $b=\Delta^{1/2}v$ and multiplying the equations by $\Delta^{1/2}$ gives
$$\big(C+\Delta^{1/2}S\,\Delta^{1/2}\big)v=Ev .$$
The hopping integrals are $\Delta^{1/2}S\Delta^{1/2}$, within this linearisation only. If the blocks with $l\ne l'$ are dropped, the eigenvalues $S_{li}$ of the $ll$ block, the canonical bands, give the energies through $P_l(E)=S_{li}$ without linearisation, and a negative $S_{li}$ lies below $C_l$ on the branch of $P_l$ through $C_l$.

## (b) The factor $1/[2(2l+1)]$

What does each of the factors $1/(2l+1)$ and $1/2$ in $J_L$ achieve?

**Solution.** The Wronskian is
$$r^2(J_lK_l'-J_l'K_l)=r^2\,\frac{-(l+1)-l}{r}\,\frac{1}{2(2l+1)}\,\frac wr=-\frac w2 ,$$
independent of $r$ and, because of the factor $1/(2l+1)$, of $l$. Take $f=K_L(\mathbf r-\mathbf R)$ and $g=K_{L'}(\mathbf r-\mathbf R')$. Both are harmonic outside two small spheres around the sites, and $f\nabla g-g\nabla f$ falls at least as $r^{-3}$, so the surface at infinity contributes nothing. Green's second identity gives $I_{\mathbf R}+I_{\mathbf R'}=0$, where $I$ is the integral of $f\partial_rg-g\partial_rf$ over a small sphere, $\partial_r$ pointing away from its centre. On the sphere at $\mathbf R$ expand $g$; orthonormality keeps only the term $L$:
$$I_{\mathbf R}=-S_{\mathbf RL,\mathbf R'L'}\,r^2(K_lJ_l'-J_lK_l')=-\tfrac w2S_{\mathbf RL,\mathbf R'L'}.$$
On the sphere at $\mathbf R'$ expand $f$:
$$I_{\mathbf R'}=-S_{\mathbf R'L',\mathbf RL}\,r^2(J_{l'}K_{l'}'-K_{l'}J_{l'}')=+\tfrac w2S_{\mathbf R'L',\mathbf RL}.$$
Hence $S_{\mathbf RL,\mathbf R'L'}=S_{\mathbf R'L',\mathbf RL}$. With an $l$-dependent Wronskian the two elements would differ by the ratio of the Wronskians for $l$ and $l'$, so $1/(2l+1)$ is what makes $S$ symmetric.

The $2$ scales $P$ and $S$ alike and is a convention. Its effect shows for $V=0$, $E=k^2$, $x=kw$. Then $\phi_l$ depends on $x$ alone and obeys $x^2\phi''=-2x\phi'+[l(l+1)-x^2]\phi$. Differentiating $D=x\phi'/\phi$,
$$x\frac{dD}{dx}=D+\frac{x^2\phi''}{\phi}-D^2=-D^2-D+l(l+1)-x^2=-(D-l)(D+l+1)-x^2 .$$
At $D=-l-1$ this is $dD/dx=-x$. From $x^2=Ew^2$, $dx/dE=w^2/2x$, so $\dot D=-w^2/2$. There $dP/dD=-2(2l+1)^2/(2l+1)^2=-2$, and $\dot P_l(C_l)=w^2$ for every $l$. Writing $\Delta_l=1/(\mu_lw^2)$, the band mass $\mu_l$ is $1$ for free electrons. The program finds the lowest centres at $x=1.5708$, $3.1416$, $4.4934$, $5.7635$ for $l=0$ to $3$ and, by finite differences, $\dot P/w^2=1.000000$ at each.

## (c) Two derivative identities

With $\partial_+=\partial_x+i\partial_y$, expand $\partial_+^m|\mathbf r-t\hat{\mathbf z}|^{-1}$ in Legendre functions for $r>t$ and for $r<t$, and use the first case to write $P_l^me^{im\varphi}/r^{l+1}$ as a derivative of $1/r$.

**Solution.** Let $A=x^2+y^2+(z-t)^2=r^2-2rtc+t^2$. Then $\partial_+A=2(x+iy)$ and $\partial_+(x+iy)=1+i^2=0$, so the factor $x+iy$ passes through further derivatives as a constant:
$$\partial_+^mA^{-1/2}=2^m(x+iy)^m\frac{d^mA^{-1/2}}{dA^m}=(-1)^m(2m-1)!!\,(x+iy)^mA^{-m-1/2}.$$
At fixed $r$ and $t$, $\partial A/\partial c=-2rt$, so $\partial_c^mA^{-1/2}=(2m-1)!!\,(rt)^mA^{-m-1/2}$, the signs from $d/dA$ and from $-2rt$ cancelling. Eliminating $A^{-m-1/2}$ and using $(x+iy)^m=r^m\sin^m\theta\,e^{im\varphi}$,
$$\partial_+^mA^{-1/2}=(-1)^mt^{-m}e^{im\varphi}\sin^m\theta\;\partial_c^mA^{-1/2}.$$
The generating series may be differentiated term by term for $r\ne t$, because $d^mP_n/dc^m$ grows only as a power of $n$ against the geometric factor $(r_</r_>)^n$. This yields
$$\partial_+^m\frac1{|\mathbf r-t\hat{\mathbf z}|}=(-1)^me^{im\varphi}\sum_{l\ge m}\frac{t^{\,l-m}}{r^{\,l+1}}P_l^m\quad(r>t),\tag{1}$$
$$\partial_+^m\frac1{|\mathbf r-t\hat{\mathbf z}|}=(-1)^me^{im\varphi}\sum_{l'\ge m}\frac{r^{\,l'}}{t^{\,l'+m+1}}P_{l'}^m\quad(r<t).\tag{2}$$
The left side of (1) has the Taylor series $\sum_j\frac{(-t)^j}{j!}\partial_z^j\partial_+^m(1/r)$. The coefficient of $t^{l-m}$ gives $\frac{(-1)^{l-m}}{(l-m)!}\partial_z^{l-m}\partial_+^m(1/r)=(-1)^mP_l^me^{im\varphi}/r^{l+1}$, that is
$$\frac{P_l^me^{im\varphi}}{r^{l+1}}=\frac{(-1)^l}{(l-m)!}\,\partial_z^{\,l-m}\partial_+^m\,\frac1r.\tag{3}$$
Comparing equal powers of $t$ in (2) and in the generating series gives $\partial_+^m(r^nP_n)=(-1)^mr^{n-m}P^m_{n-m}e^{im\varphi}$. The program checks this identity for $n\le8$ and (3) for $l\le4$ by symbolic differentiation evaluated at a generic point.

## (d) The two-centre elements

For $\mathbf R'=0$ and $\mathbf R=d\hat{\mathbf z}$ derive $S$ for arbitrary $l,l',m$, evaluate it for s, p and d, and find the effect of reversing the bond.

**Solution.** Shift (3) to the centre $d\hat{\mathbf z}$, with $r_R,\theta_R$ measured from that centre; the azimuth $\varphi$ is common to both centres because both lie on the axis. A function of $z-d$ has $\partial_z=-\partial_d$. Using (2) with $t=d$ and
$$(-\partial_d)^{l-m}d^{-(l'+m+1)}=(l'+m+1)(l'+m+2)\cdots(l'+l)\,d^{-(l+l'+1)}=\frac{(l+l')!}{(l'+m)!}\,d^{-(l+l'+1)},$$
one obtains, for $r<d$,
$$\frac{P_l^m(\cos\theta_R)e^{im\varphi}}{r_R^{\,l+1}}=(-1)^{l+m}\sum_{l'\ge m}\frac{(l+l')!}{(l-m)!\,(l'+m)!}\;\frac{r^{l'}P_{l'}^m(\cos\theta)e^{im\varphi}}{d^{\,l+l'+1}} .$$
The sign is $(-1)^l$ from (3) times $(-1)^m$ from (2). The coefficients are real, so the real and imaginary parts give the same equation for $\cos m\varphi$ and for $\sin m\varphi$: $S$ is diagonal in $m$ and in the cosine or sine type, and the two types are degenerate. Multiplying by $N_{lm}w^{l+1}$ (and by $\sqrt2$ on both sides if $m>0$) turns the left side into $K_L$. On the right, $r^{l'}P_{l'}^m$ with its azimuthal factor equals $2(2l'+1)w^{l'}J_{L'}/N_{l'm}$. The minus sign in the definition of $S$ then gives
$$S_{l'lm}=(-1)^{l+m+1}\,2(2l'+1)\frac{N_{lm}}{N_{l'm}}\frac{(l+l')!}{(l-m)!\,(l'+m)!}\Big(\frac wd\Big)^{l+l'+1}.$$
The ratio is $N_{lm}/N_{l'm}=\sqrt{\frac{2l+1}{2l'+1}}\sqrt{\frac{(l-m)!}{(l+m)!}}\sqrt{\frac{(l'+m)!}{(l'-m)!}}$. The first root times $2l'+1$ is $\sqrt{(2l+1)(2l'+1)}$, the second divided by $(l-m)!$ is $[(l+m)!(l-m)!]^{-1/2}$, and the third divided by $(l'+m)!$ is $[(l'+m)!(l'-m)!]^{-1/2}$. Therefore
$$S_{l'lm}=(-1)^{l+m+1}\frac{2\sqrt{(2l+1)(2l'+1)}\;(l+l')!}{\sqrt{(l+m)!\,(l-m)!\,(l'+m)!\,(l'-m)!}}\Big(\frac wd\Big)^{l+l'+1},\tag{4}$$
with the first index $l'$ at the origin and the second, $l$, on the positive axis. For $l'=l$ the magnitude of the coefficient is $2(2l+1)(2l)!/[(l+m)!(l-m)!]$.

- ss: $l=m=0$, sign $-$, magnitude $2$, so $S_{ss\sigma}=-2(w/d)$.
- pp: numerator $2\cdot3\cdot2!=12$; denominators $1!\,1!=1$ and $2!\,0!=2$; signs $(-1)^{m+2}$. So $S_{pp\{\sigma,\pi\}}=\{12,-6\}(w/d)^3=6(w/d)^3\{2,-1\}$.
- dd: numerator $2\cdot5\cdot4!=240$; denominators $2!\,2!=4$, $3!\,1!=6$, $4!\,0!=24$; signs $(-1)^{m+3}$. So $S_{dd\{\sigma,\pi,\delta\}}=\{-60,40,-10\}(w/d)^5=10(w/d)^5\{-6,4,-1\}$.
- sp: numerator $2\sqrt3\cdot1!$, denominator $1$, sign $+$. So $S_{sp\sigma}=2\sqrt3\,(w/d)^2$.
- sd: numerator $2\sqrt5\cdot2!$, denominator $\sqrt{2!\,2!}=2$, sign $-$. So $S_{sd\sigma}=-2\sqrt5\,(w/d)^3$.
- pd: numerator $2\sqrt{15}\cdot3!=12\sqrt{15}$; denominators $\sqrt{2!\,2!\,1!\,1!}=2$ and $\sqrt{3!\,1!\,2!\,0!}=2\sqrt3$; signs $-,+$. So $S_{pd\{\sigma,\pi\}}=6\sqrt5\,(w/d)^4\{-\sqrt3,1\}$.

Two signs can be confirmed from the definition alone. For ss, the value at the origin is $(w/d)Y_{00}=-\tfrac12Y_{00}S$. For pp$\sigma$, on the axis below the upper site $\cos\theta_R=-1$, so $K=-\sqrt{3/4\pi}\,w^2/(d-z)^2$, whose term linear in $z$ is $-2\sqrt{3/4\pi}\,w^2z/d^3$. On the axis only $J_{10}=\sqrt{3/4\pi}\,z/(6w)$ is linear in $z$, so $S=+12(w/d)^3$. The positive sign records that a positive lobe faces a negative one, so equal amplitudes on the two sites are antibonding.

For the reversed bond use $Y_L(-\hat{\mathbf r})=(-1)^lY_L(\hat{\mathbf r})$: $K_L(\mathbf r+d\hat{\mathbf z})=(-1)^lK_L(-\mathbf r-d\hat{\mathbf z})=-(-1)^l\sum J_{L'}(-\mathbf r)S$, so $S$ acquires $(-1)^{l+l'}$. The ss, pp, sd and dd values do not depend on the direction, while sp and pd change sign. Exchanging $l$ and $l'$ in (4) replaces $(-1)^l$ by $(-1)^{l'}$, and the reversal factor restores it, in agreement with the symmetry of (b). A Condon–Shortley phase used on both sites would cancel, whereas a factor $i^l$ in both $K_L$ and $J_L$ would multiply $S_{l'lm}$ by $i^{\,l-l'}$, leaving ss, pp and dd unchanged and altering sp, sd and pd.

The terms behave as a power of $l'$ times $(r/d)^{l'}$, so the series converges for $r<d$ and its terms grow for $r>d$. The program tests (4) against the definition by projecting $K_L$ on $Y_{L'}$ by quadrature over a sphere around $\mathbf R'$, for all $l,l'\le4$, at radii $0.3d$ and $0.5d$ and for the reversed bond, to an absolute $10^{-9}$. It also asserts convergence of the series at a point with $r=0.5d$ and growth of its error at an axial point with $r=1.3d$.

An electrostatic problem tests the $\sigma$ elements in the combination $P-S$, with a sensitivity that falls rapidly as $l$ increases. Two conducting spheres of radius $w$ at potential $V_0$ have the exterior potential $V_0\sqrt{4\pi}\sum c_{\mathbf RL}K_L$. On the surface of sphere $\mathbf R'$ it must equal $V_0\sqrt{4\pi}\,Y_{00}$, so $c_{\mathbf R'L'}-\sum Sc/[2(2l'+1)]=\delta_{l'0}$. This is $(P-S)c=2\delta_{l'0}$ with $P_l=2(2l+1)$, the value at $D=\infty$, and the charge per sphere is $c_{00}\,wV_0$ in Gaussian units. The s term alone gives $c_{00}=1/(1+w/d)$. For $d/w=3$ and $l\le25$ the program finds $0.757204375$, and the series of image charges gives the same nine digits. Leaving out all $l\ge8$ would change the charge by only about $3\times10^{-10}$, so no element with $l\ge8$ is tested. Below that the sensitivity depends on the element: a $10\%$ change in the $\sigma$ elements coupling $l=0$ to $l=7$ moves the charge by about $2\times10^{-9}$, whereas doubling the diagonal element with $l'=l=5$ moves it by only $7\times10^{-10}$. The agreement therefore tests the elements coupling s to $l$ up to about $l=7$, but the diagonal ones only up to about $l=4$.

This part has derived the secular equation $\det[P(E)-S]=0$, the symmetry of $S$, and the two-centre elements for a bond along $z$. What remains is to treat general bond directions, form the Bloch sums and apply them to the fcc d band.

Numbers in the example were calculated in double precision.
